# How site symmetry limits the electric field gradient tensor

A nucleus of spin 1 or more can have an electric quadrupole moment: its charge is slightly elongated or flattened along the spin. In a solid such a nucleus sits among electrons and ions, and its energy depends on how it is oriented in their field. Quadrupole resonance measures the resulting level spacings. Some nuclei in some crystals show no spacing of this origin, others are described by a single number, and others need several numbers and a set of axes. Most of this can be decided before any field is calculated, from the symmetry of the place where the nucleus sits.

Let $\phi(\mathbf r)$ be the electrostatic potential of all charges except the nucleus itself, with the nucleus at the origin. If the nuclear charge density is $\rho_n$, the second-order term in the expansion of its energy is

$$
W=\frac12\sum_{ij}\left.\frac{\partial^2\phi}{\partial x_i\partial x_j}\right|_0\int\rho_n x_ix_j\,d^3r .
$$

Split the second derivatives into a multiple of the unit matrix and a remainder. The multiple of the unit matrix meets $\int\rho_n r^2d^3r$, which does not depend on orientation, so it shifts all levels of a given nuclear state equally. The remainder is the field gradient tensor,

$$
V_{ij}=\left.\frac{\partial^2\phi}{\partial x_i\partial x_j}\right|_0-\frac{\delta_{ij}}3\,\nabla^2\phi\Big|_0 .
$$

The subtraction matters because electrons can be present at the nucleus, where $\nabla^2\phi$ is then not zero. The tensor $V$ is symmetric, since the order of differentiation is immaterial, and its trace is zero by construction. A symmetric $3\times3$ matrix has six independent elements, and the trace condition removes one. Without any symmetry, five numbers are free.

To see how these numbers follow the surroundings, take a charge $q$ at $\mathbf r_a$. With $\mathbf s=\mathbf r-\mathbf r_a$ its potential is $q/(4\pi\varepsilon_0 s)$. Two differentiations give

$$
\frac{\partial}{\partial x_i}\frac1s=-\frac{s_i}{s^3},\qquad
\frac{\partial^2}{\partial x_i\partial x_j}\frac1s=\frac{3s_is_j}{s^5}-\frac{\delta_{ij}}{s^3}.
$$

At the origin $\mathbf s=-\mathbf r_a$, and the two minus signs in $s_is_j$ cancel:

$$
V=\frac{q}{4\pi\varepsilon_0}\,\frac{3\,\mathbf r_a\mathbf r_a^{T}-r_a^2\,\mathbf 1}{r_a^5}.
$$

Here $\mathbf r_a$ is a column, so $\mathbf r_a\mathbf r_a^T$ is the matrix of products of coordinates. The trace is $3r_a^2-3r_a^2=0$, as required. Any charge distribution is a sum of such contributions; close to the nucleus the sum over directions is taken first, so that the spherical part drops out.

Now move every charge by an orthogonal matrix $R$, which may be a rotation, a reflection or a combination. Distances stay the same, $\mathbf r_a\mathbf r_a^T$ becomes $R\,\mathbf r_a\mathbf r_a^TR^T$, and $\mathbf 1=R\,\mathbf 1R^T$. The tensor of the moved charges is therefore $RVR^T$. If $R$ is a symmetry operation of the site, the moved distribution is identical to the original one and must produce the same tensor:

$$
V=RVR^T\qquad\text{for every operation }R\text{ of the site point group}.
$$

This condition assumes that the charge density really has the symmetry of the site. In a vibrating crystal that holds for the density as seen from the moving nucleus, averaged over a time long enough to restore the symmetry. The result then concerns the averaged tensor. The instantaneous tensor fluctuates, even at a cubic site, and the averaged values of the allowed components can differ from those computed with all atoms at their mean positions. A nearby defect or a strain can lower the symmetry of the site, and the lower symmetry must then be used.

The condition contains $R$ twice, so $R$ and $-R$ impose the same restriction. Two consequences follow. Inversion, $R=-\mathbf 1$, removes nothing: a site with an inversion centre and no other symmetry keeps all five numbers. And a mirror plane acts like a twofold axis along its normal, because reflecting $z$ is the same as turning by $180^\circ$ about $z$ and then inverting. In general, each operation may be replaced by its proper part, the rotation that remains when a factor $-1$ is taken out of an improper operation. An axis written $\bar4$, a quarter turn combined with inversion, thus counts as fourfold.

It remains to find what a rotation axis does. Put the axis along $z$ and rotate by $\alpha$:

$$
x'=x\cos\alpha-y\sin\alpha,\qquad y'=x\sin\alpha+y\cos\alpha,
$$

so that $x'+iy'=e^{i\alpha}(x+iy)$ and $z'=z$. The elements of $V$ transform like products of coordinates. The products $z^2$, $z(x+iy)$ and $(x+iy)^2=x^2-y^2+2ixy$ each acquire a simple phase, which suggests the combinations

$$
V_0=V_{zz},\qquad V_1=V_{xz}+iV_{yz},\qquad V_2=V_{xx}-V_{yy}+2iV_{xy}.
$$

They contain one real and two complex numbers, five real numbers in all. They determine the tensor completely, since $V_{xx}+V_{yy}=-V_{zz}$ supplies the missing sum. Under the rotation

$$
V_m\;\to\;e^{im\alpha}V_m .
$$

For an $n$-fold axis $\alpha=2\pi/n$, and invariance requires $e^{2\pi im/n}=1$ or $V_m=0$. So $V_m$ survives if and only if $m$ is a multiple of $n$.

For $n=2$ the phase of $V_1$ is $-1$ and that of $V_2$ is $+1$. The elements $V_{xz}$ and $V_{yz}$ vanish, and three numbers remain: $V_{zz}$, $V_{xx}-V_{yy}$ and $V_{xy}$. This is the monoclinic case, with point groups $2$, $m$ and $2/m$.

For $n\ge3$ neither $m=1$ nor $m=2$ is a multiple of $n$, so both complex numbers vanish and only $V_{zz}$ is left. With $V_{xx}=V_{yy}=-V_{zz}/2$ and a unit vector $\mathbf u$ along the axis,

$$
V=\frac{V_{zz}}2\left(3\mathbf u\mathbf u^T-\mathbf 1\right).
$$

A threefold axis restricts the tensor as strongly as a sixfold one. The tensor is built from products of two coordinates, so $m$ stops at 2, and there is nothing in it that could distinguish a threefold arrangement from one with full rotational symmetry about the same axis, such as a uniform ring.

Further operations may restrict $V$ again. In the orthorhombic groups $222$, $mm2$ and $mmm$, the proper parts are half turns about three perpendicular axes. The half turn about $x$ reverses $y$ and $z$, hence changes the signs of $V_{xy}$ and $V_{xz}$, which must vanish; the half turn about $z$ has already removed $V_{yz}$. The tensor is diagonal in the crystal axes, and two numbers are free. In the trigonal, tetragonal and hexagonal groups, by contrast, additional operations change nothing. Each of them takes the main axis into itself, $\mathbf u\to\pm\mathbf u$, and $\mathbf u\mathbf u^T$ does not notice the sign. One number stays free in all of these groups.

The cubic groups have threefold axes along all four body diagonals. Let $\mathbf u$ and $\mathbf w$ be unit vectors along two non-parallel axes of order three or more. Each axis alone forces the uniaxial form, so

$$
V=a\left(\mathbf u\mathbf u^T-\tfrac13\mathbf 1\right)=b\left(\mathbf w\mathbf w^T-\tfrac13\mathbf 1\right).
$$

Apply both expressions to $\mathbf u$. The first gives $\tfrac23a\,\mathbf u$, the second $b(\mathbf w\cdot\mathbf u)\mathbf w-\tfrac13b\,\mathbf u$, so

$$
b(\mathbf w\cdot\mathbf u)\,\mathbf w=\tfrac13(2a+b)\,\mathbf u .
$$

Since $\mathbf u$ and $\mathbf w$ are not parallel, both sides vanish, and $2a+b=0$. Applying the expressions to $\mathbf w$ gives in the same way $2b+a=0$. Inserting $b=-2a$ into the second equation yields $-3a=0$, hence $a=b=0$ and $V=0$. The angle between the axes plays no part. The rule "one component with a threefold or higher axis" is therefore correct when all such axes are parallel; a second direction leaves none.

The same numbers can be obtained by counting, without choosing axes. Define the average over the $|G|$ operations of the group,

$$
P(V)=\frac1{|G|}\sum_{R}RVR^T .
$$

Applying one more group operation to $P(V)$ merely reorders the sum, so $P(V)$ is always an allowed tensor; and if $V$ is already allowed, $P(V)=V$. Thus $P$ is a projector onto the allowed tensors, with eigenvalue 1 for each free component and 0 otherwise, and its trace is the number $N$ of free components. The trace of a single rotation by $\theta$ is the sum of the five phases found above, for $m=0,\pm1,\pm2$ (the negative values belong to the complex conjugates):

$$
\chi(\theta)=1+2\cos\theta+2\cos2\theta,\qquad N=\frac1{|G|}\sum_R\chi(\theta_R),
$$

where $\theta_R$ is the angle of the proper part of $R$. For $\theta=0^\circ,180^\circ,120^\circ,90^\circ,60^\circ$ the values of $\chi$ are $5,1,-1,-1,1$. Three groups show the use:

$$
N(222)=\frac{5+3\cdot1}{4}=2,\qquad N(32)=\frac{5+2(-1)+3\cdot1}{6}=1,
$$

$$
N(432)=\frac{5+9\cdot1+8(-1)+6(-1)}{24}=0 .
$$

In the last group there are nine half turns, three about the cube edges and six about the face diagonals, besides eight threefold and six fourfold rotations.

A count of this kind says what is allowed. Whether real charges make use of the whole freedom was tested for all 32 crystallographic point groups: random charges were repeated by the operations of each group, and the number of linearly independent tensors they produced was determined. It equals $N$ in every case: 5 for the two triclinic groups, 3 for the three monoclinic, 2 for the three orthorhombic, 1 for the nineteen trigonal, tetragonal and hexagonal, and 0 for the five cubic groups.

The free numbers have a direct physical reading. A symmetric matrix can be diagonalized by a rotation. Name its principal values so that $|V_{ZZ}|\ge|V_{YY}|\ge|V_{XX}|$, and define the asymmetry parameter

$$
\eta=\frac{V_{XX}-V_{YY}}{V_{ZZ}} .
$$

Because the principal values add to zero, $V_{ZZ}$ and $\eta$ fix all three. The remaining information is the orientation of the principal axes, three angles in general. The triclinic five are thus two values and three angles. In the monoclinic case one principal axis is held along the twofold axis or the mirror normal, and one angle is free. In the orthorhombic case all axes are fixed and the two values remain. With a single axis of order three or more, $\eta=0$ and only $V_{ZZ}$ is free.

The monoclinic angle follows from requiring the off-diagonal element to vanish in axes turned by $\alpha$ about $z$. With $\mathbf x'=(\cos\alpha,\sin\alpha)$ and $\mathbf y'=(-\sin\alpha,\cos\alpha)$,

$$
V_{x'y'}=-\tfrac12(V_{xx}-V_{yy})\sin2\alpha+V_{xy}\cos2\alpha=0,
\qquad \tan2\alpha=\frac{2V_{xy}}{V_{xx}-V_{yy}} .
$$

A small model shows the free components appearing in stages as the symmetry is lowered. Six point charges $-e$ surround the nucleus in three opposite pairs. The model omits the response of the ion's own electrons and any chemical bonding, so its values illustrate symmetry and do not describe a particular material. All tensor elements below are in units of $10^{20}\ \mathrm{V/m^2}$. Start with a regular octahedron of distance $a=200$ pm, for which

$$
k=\frac{e}{4\pi\varepsilon_0a^3}=1.800 .
$$

A pair at distance $d$ along the unit vector $\mathbf n$ contributes $-2k(a/d)^3(3\mathbf n\mathbf n^T-\mathbf 1)$. For three equal perpendicular pairs the matrices $\mathbf n\mathbf n^T$ add up to $\mathbf 1$, and the total is zero, as cubic symmetry demands.

Move the $z$ pair out to $c=220$ pm. The site is now tetragonal, with 16 operations instead of 48, and

$$
V_{zz}=-4k\left[\left(\frac ac\right)^3-1\right]=-7.200\,(0.7513-1)=1.79 ,
$$

with $V_{xx}=V_{yy}=-0.895$ and $\eta=0$. The sign is positive because the negative charges on the axis are now farther away and contribute less than those in the plane. For a small stretch $c=a(1+\epsilon)$, the bracket is $-3\epsilon$ to first order, so $V_{zz}\approx12k\epsilon$. At $\epsilon=0.1$ this gives 2.16, about 21% above the full value for the model: the gradient grows in proportion to the distortion only while the distortion is small.

The same cluster shows how an allowed component can vanish by accident. Give the two axial charges the value $-fe$. Then $V_{zz}=-4k[f(a/c)^3-1]$, which is zero for $f=(c/a)^3=1.331$, although the site is still tetragonal. A vanishing gradient therefore does not prove cubic symmetry, while a gradient different from zero excludes it.

Next move the $y$ pair to $b=205$ pm, for which $(a/b)^3=0.9286$. The site is orthorhombic, and the diagonal elements are

$$
\begin{aligned}
V_{xx}&=-1.800\,(4-1.8572-1.5026)=-1.152,\\
V_{yy}&=-1.800\,(3.7144-2-1.5026)=-0.381,\\
V_{zz}&=-1.800\,(3.0053-2-1.8572)=1.533 .
\end{aligned}
$$

By size, $Z$ lies along $z$, $Y$ along $x$ and $X$ along $y$; the capital letters follow the magnitudes, not the crystal axes. The asymmetry is $\eta=(-0.381+1.152)/1.533=0.503$.

Now tilt the $x$ pair by $t=2^\circ$ within the $xy$ plane. The half turn about $z$ and the mirror plane perpendicular to it survive, so the site is monoclinic. With $\beta=(a/b)^3$, the pair formula gives

$$
V_{xy}=-3k\sin2t,\qquad V_{xx}-V_{yy}=-6k(\cos2t-\beta),
$$

and therefore

$$
\tan2\alpha=\frac{\sin2t}{\cos2t-\beta}=\frac{0.0698}{0.9976-0.9286}=1.01,\qquad \alpha=22.7^\circ .
$$

A tilt of $2^\circ$ turns the principal axes by more than ten times as much. The formula shows why: the $x$ and $y$ pairs nearly balance each other, the denominator is small, and a small $V_{xy}$ is enough to decide the direction. Two limits confirm this reading. If the $y$ pair is removed to infinity, $\beta=0$ and $\alpha=t$, so the axes follow the remaining pair. If both pairs have the same distance, $\beta=1$ and $\tan2\alpha=-\cot t$, which gives $\alpha=45^\circ+t/2$: the axis bisects the angle between the pairs. Since symmetry leaves this angle free, the principal axes in the plane need not point along any bond. The in-plane principal values are now $-1.296$ and $-0.237$, and $\eta$ has risen to 0.691, while $V_{zz}$ is unchanged.

Finally tilt the $z$ pair by $2^\circ$ towards a direction in the $xy$ plane at $30^\circ$ from $x$. Only the identity and the inversion remain, and all five components are present, including $V_{xz}=-0.245$ and $V_{yz}=-0.142$. The $Z$ axis leaves $z$ by $5.7^\circ$. This too can be estimated. The two new elements form a vector of length 0.283 in the plane, at $30^\circ$ from $x$, close to the principal axis at $22.7^\circ$ whose value is $-1.30$. Ignoring the small angle between them reduces the problem to a $2\times2$ matrix with diagonal elements 1.54 and $-1.30$, and the angle $\delta$ of the $Z$ axis from $z$ obeys

$$
\tan2\delta\approx\frac{2\times0.283}{1.54+1.30}=0.199,\qquad\delta\approx5.6^\circ .
$$

The symmetry in all these statements is that of the site, which can be lower than that of the crystal. The ideal cubic perovskite structure $ABX_3$ has $A$ at the cube corners, $B$ at the centre and $X$ at the face centres. Of the 48 operations of the cube, all 48 about an $A$ or a $B$ site carry the crystal into itself, so $N=0$ there. About an $X$ site only 16 do. Its two nearest $B$ neighbours lie on the face normal, which singles out one direction; the normal is a fourfold axis, and $N=1$. A nucleus at $X$ may thus have a quadrupole splitting in a perfectly cubic crystal.

The cubic symmetry of the whole reappears when the $X$ sites are taken together. Their axes point along the three cube edges, and the threefold rotations of the crystal, which carry one site into another, give them equal values of $V_{ZZ}$. The sum of their tensors is

$$
\frac{V_{ZZ}}2\sum_{i=1}^{3}\left(3\mathbf u_i\mathbf u_i^T-\mathbf 1\right)=\frac{V_{ZZ}}2\,(3\cdot\mathbf 1-3\cdot\mathbf 1)=0 .
$$

Each nucleus responds to its own tensor and not to this sum, so the splitting at the individual sites remains. The numerical output below lists the counts for all crystal families and the tensors of the six-charge model at each stage.

## Calculated quantities

```
character, rotation by 360 deg: 5
character, rotation by 180 deg: 1
character, rotation by 120 deg: -1
character, rotation by 90 deg: -1
character, rotation by 60 deg: 1
triclinic: 2 groups, free components 5
monoclinic: 3 groups, free components 3
orthorhombic: 3 groups, free components 2
trigonal: 5 groups, free components 1
tetragonal: 7 groups, free components 1
hexagonal: 7 groups, free components 1
cubic: 5 groups, free components 0
point groups tested: 32
perovskite site A: 48 operations, free components 0
perovskite site B: 48 operations, free components 0
perovskite site X: 16 operations, free components 1
distances a, b, c: 200, 205, 220 pm
tilt 2 deg, azimuth 30 deg
e/(4 pi eps0 a^3) = 1.8000 x 1e20 V/m^2
tensors and principal values below in 1e20 V/m^2
cubic: 48 operations, free components 0
  Vxx, Vyy, Vzz: 0.0000, 0.0000, 0.0000
  Vxy, Vxz, Vyz: 0.0000, 0.0000, 0.0000
tetragonal: 16 operations, free components 1
  Vxx, Vyy, Vzz: -0.8952, -0.8952, 1.7905
  Vxy, Vxz, Vyz: 0.0000, 0.0000, 0.0000
  principal VXX, VYY, VZZ: -0.8952, -0.8952, 1.7905  eta = 0.0000
orthorhombic: 8 operations, free components 2
  Vxx, Vyy, Vzz: -1.1523, -0.3812, 1.5335
  Vxy, Vxz, Vyz: 0.0000, 0.0000, 0.0000
  principal VXX, VYY, VZZ: -0.3812, -1.1523, 1.5335  eta = 0.5029
monoclinic: 4 operations, free components 3
  Vxx, Vyy, Vzz: -1.1391, -0.3943, 1.5335
  Vxy, Vxz, Vyz: -0.3767, 0.0000, 0.0000
  principal VXX, VYY, VZZ: -0.2370, -1.2964, 1.5335  eta = 0.6908
  in-plane axes turned by 22.66 deg from x, y
triclinic: 2 operations, free components 5
  Vxx, Vyy, Vzz: -1.1465, -0.3968, 1.5433
  Vxy, Vxz, Vyz: -0.3810, -0.2451, -0.1415
  principal VXX, VYY, VZZ: -0.2379, -1.3335, 1.5714  eta = 0.6972
  angle between principal Z axis and z: 5.68 deg
```
